# Stable-law errors of Monte Carlo means with heavy-tailed estimators

## A hundred times the work, a quarter of the error

The interaction in a two-site Hubbard model has a matrix element between one state and another that has been propagated in imaginary time. Its ratio to the overlap of the two is estimated by averaging over independent samples of an auxiliary field. Take as the error half the distance between the 16% and 84% quantiles of the sample mean. With 100 samples it is 0.627 eV; with 10,000 samples it is 0.155 eV. A hundredfold increase in work has reduced the error by a factor of about four, where the usual \(n^{-1/2}\) law would give ten. In 2000 repetitions of the longer run, the interval of two ordinary error bars missed the true mean 20.8% of the time, each time with the sample mean too high.

The cause is an estimator with a finite mean and an infinite variance.

## Assumptions and statement

Let \(X_1,\dots,X_n\) be independent draws from a density \(\rho\) with

\[
|x|^{1+a}\rho(x)\to c_\pm \quad (x\to\pm\infty),\qquad 1<a<2,\qquad C=c_++c_->0 .
\]

One of the two constants may vanish. The mean \(\mu\) exists because \(|x|\,|x|^{-1-a}=|x|^{-a}\) is integrable at infinity for \(a>1\). The second moment diverges because \(|x|^{1-a}\) is not integrable for \(a<2\). The sample mean \(\bar X\) therefore has infinite variance for every \(n\), and its root-mean-square error cannot shrink. What shrinks is the width of its distribution, measured by quantiles. The claim is

\[
Z_n=n^{1-1/a}(\bar X-\mu)\to Z,\qquad \langle e^{ikZ}\rangle=e^{L(k)},
\]
\[
L(k)=\Gamma(-a)\left[c_+(-ik)^a+c_-(ik)^a\right],
\]

with convergence in distribution and principal powers, \((\mp ik)^a=|k|^a e^{\mp i\pi a\,\mathrm{sgn}(k)/2}\).

The power can be anticipated. The expected number of draws beyond a large size \(X\) is about \(nCX^{-a}/a\). It is of order one at \(X\sim n^{1/a}\), so the largest draw alone moves the mean by about \(n^{1/a}/n=n^{-(1-1/a)}\).

## The integral behind the power law

For \(q>0\) define

\[
I(q)=\int_0^\infty (e^{-qx}-1+qx)\,x^{-1-a}\,dx .
\]

Integrate by parts, using \(x^{-1-a}=-\frac{d}{dx}(x^{-a}/a)\). The boundary term behaves as \(x^{2-a}\) at zero and as \(x^{1-a}\) at infinity, so it vanishes at both ends:

\[
I(q)=\frac{q}{a}\int_0^\infty(1-e^{-qx})\,x^{-a}\,dx .
\]

A second integration by parts, with \(x^{-a}=-\frac{d}{dx}\,x^{1-a}/(a-1)\), again has vanishing boundary terms:

\[
I(q)=\frac{q^2}{a(a-1)}\int_0^\infty e^{-qx}x^{1-a}\,dx
=\frac{\Gamma(2-a)}{a(a-1)}\,q^a=\Gamma(-a)\,q^a .
\]

The last step uses \(\Gamma(2-a)=(1-a)(-a)\Gamma(-a)\).

Both sides are analytic for \(\mathrm{Re}\,q>0\), so they agree there. For \(\mathrm{Re}\,q\ge0\) the bracket in the integrand is bounded by the smaller of \(|q|^2x^2/2\) and \(2+|q|x\). The integral is therefore continuous up to the imaginary axis, and \(q=-ik\) gives

\[
\int_0^\infty(e^{ikx}-1-ikx)\,x^{-1-a}\,dx=\Gamma(-a)(-ik)^a .
\]

The negative half-line gives the same result with \(k\to-k\).

## The characteristic function at small k

Let \(\phi(k)=\langle e^{ikX}\rangle\). Since \(\rho\) is normalized and has mean \(\mu\),

\[
\phi(k)-1-ik\mu=\int\rho(x)\,(e^{ikx}-1-ikx)\,dx .
\]

If \(\rho\) were a pure power law on each side, the right-hand side would be \(L(k)\). To bound the difference, choose \(\varepsilon>0\) and then \(M\) so large that \(\rho\) differs from \(c_\pm|x|^{-1-a}\) by at most \(\varepsilon|x|^{-1-a}\) for \(|x|>M\).

- For \(|x|<M\), use \(|e^{ikx}-1-ikx|\le k^2x^2/2\). The true density contributes at most \(k^2M^2/2\), and the power laws at most \(Ck^2M^{2-a}/[2(2-a)]\).
- For \(|x|>M\), the substitution \(u=|kx|\) bounds the difference by \(\varepsilon K|k|^a\), where \(K=2\int_0^\infty|e^{iu}-1-iu|\,u^{-1-a}du\) is finite.

Divide by \(|k|^a\) and let \(k\to0\). The first contributions vanish because \(a<2\), and the second is at most \(\varepsilon K\). As \(\varepsilon\) is arbitrary,

\[
\phi(k)=1+ik\mu+L(k)+o(|k|^a).
\]

## From one draw to the mean

Write \(Z_n=n^{-1/a}\sum_j(X_j-\mu)\) and \(k_n=kn^{-1/a}\). Independence turns the characteristic function of the sum into a product:

\[
\langle e^{ikZ_n}\rangle=\left[e^{-ik_n\mu}\phi(k_n)\right]^n .
\]

In the bracket the terms linear in \(k_n\) cancel, and their products are \(O(k_n^2)\), which is smaller than \(|k_n|^a\). Since \(L\) is homogeneous of degree \(a\), \(L(k_n)=L(k)/n\). Hence

\[
\langle e^{ikZ_n}\rangle=\left[1+\frac{L(k)}{n}+o\!\left(\frac1n\right)\right]^n\to e^{L(k)} .
\]

The limit is continuous at \(k=0\), so the continuity theorem for characteristic functions gives convergence in distribution. Separating real and imaginary parts,

\[
L(k)=\Gamma(-a)|k|^a\left[C\cos\frac{\pi a}{2}-i\,\mathrm{sgn}(k)(c_+-c_-)\sin\frac{\pi a}{2}\right].
\]

For \(1<a<2\), \(\Gamma(-a)>0\) and the cosine is negative, so \(e^{L}\) decays. The law is called stable because a sum of \(m\) independent copies of \(Z\) has exponent \(mL(k)=L(m^{1/a}k)\), which is that of \(m^{1/a}Z\).

Quantiles converge as well. The density of \(Z\) is \(\frac1{2\pi}\int e^{L(k)-ikz}dk\). Because \(a>1\), this integral converges for every complex \(z\) and defines an entire function. Its zeros are isolated, so the distribution function \(F\) rises strictly and each quantile \(z_p\) is unique. The \(p\)-quantile of \(\bar X\) is therefore

\[
\mu+n^{-(1-1/a)}\,[z_p+o(1)] .
\]

As \(a\to1\) the exponent goes to zero: more sampling hardly helps. At \(a=2\) the range \(M<|x|<1/|k|\) contributes \(-\frac{k^2}{2}C\ln(1/|k|)\) to leading logarithmic order. Setting \(k\to k/\sqrt{n\ln n}\) and multiplying by \(n\) gives \(-Ck^2/4\). The limit is then Gaussian, with errors of order \(\sqrt{\ln n/n}\).

## Where the tail comes from: a zero of the overlap

Take two sites with one electron of each spin, attraction \(U>0\) and \(\hbar=1\). Let \(\sigma_s=\pm1\) tell on which site the electron of spin \(s\) sits. Both electrons share a site when \(\sigma_\uparrow\sigma_\downarrow=1\), so

\[
\hat V=-\frac U2(1+\sigma_\uparrow\sigma_\downarrow)=-\frac U4(\sigma_\uparrow+\sigma_\downarrow)^2 .
\]

For a Gaussian variable \(x\) of unit variance, \(\langle e^{\lambda xS}\rangle=e^{\lambda^2S^2/2}\). With \(S=\sigma_\uparrow+\sigma_\downarrow\) and \(\lambda^2=\tau U/2\) this average equals \(e^{-\tau\hat V}\), where \(\tau\) is the imaginary-time step.

Let \(g=(1,1)/\sqrt2\) be the bonding and \(u=(1,-1)/\sqrt2\) the antibonding orbital. The quantity sought is

\[
\mu=\frac{\langle gg|\hat Ve^{-\tau\hat V}|uu\rangle}{\langle gg|e^{-\tau\hat V}|uu\rangle}.
\]

Half-steps of hopping placed outside the product \(\hat Ve^{-\tau\hat V}\), next to the two states, would multiply numerator and denominator by the same factor, because \(g\) and \(u\) are eigenorbitals of the hopping. A half-step placed between \(\hat V\) and \(e^{-\tau\hat V}\) does not cancel. Since \(\langle g|\sigma=\langle u|\), a hopping amplitude \(t_h\) multiplies the \(\coth^2\) term below by \(e^{-2\tau t_h}\). This changes \(\mu\) and \(c_-\) but not the index \(a\). The numbers here leave that half-step out. For one spin,

\[
\langle g|e^{\lambda x\sigma}|u\rangle=\sinh\lambda x,\qquad
\langle g|\sigma e^{\lambda x\sigma}|u\rangle=\cosh\lambda x .
\]

Both spins see the same field, so the weight contains a square and is never negative:

\[
w(x)=\frac{e^{-x^2/2}\sinh^2\lambda x}{\sqrt{2\pi}\,(e^{\tau U}-1)/2},\qquad
V(x)=-\frac U2\left(1+\coth^2\lambda x\right).
\]

The normalization follows from \(\sinh^2\lambda x=(\cosh2\lambda x-1)/2\) and \(\langle\cosh2\lambda x\rangle=e^{2\lambda^2}=e^{\tau U}\). Likewise \(\langle\cosh^2\lambda x\rangle=(e^{\tau U}+1)/2\), so

\[
\mu=-\frac U2\left[1+\frac{e^{\tau U}+1}{e^{\tau U}-1}\right]=-\frac{U}{1-e^{-\tau U}} .
\]

Near \(x=0\) the weight vanishes while the estimator diverges:

\[
w\simeq\kappa x^2,\quad \kappa=\frac{\tau U}{\sqrt{2\pi}(e^{\tau U}-1)};\qquad
V\simeq-\frac{\beta}{x^2},\quad \beta=\frac{U}{2\lambda^2}=\frac1\tau .
\]

A value below \(-X\) requires \(|x|<\sqrt{\beta/X}\). Counting both sides of the zero,

\[
P(V<-X)\simeq2\int_0^{\sqrt{\beta/X}}\kappa x^2dx=\frac{2\kappa\beta^{3/2}}{3}X^{-3/2}.
\]

The tail density is minus the derivative with respect to \(X\), namely \(\kappa\beta^{3/2}X^{-5/2}\). Thus

\[
a=\frac32,\qquad c_+=0,\qquad c_-=\kappa\beta^{3/2}=\frac{U}{\sqrt{2\pi\tau}\,(e^{\tau U}-1)} .
\]

The one-body estimator \(\coth\lambda x\) diverges only as \(1/x\). The same count then gives a tail probability proportional to \(X^{-3}\), a finite variance and the ordinary \(n^{-1/2}\) law. In this model the trouble comes from squaring the divergence in the two-body estimator.

## Numbers for the model

Choose \(U=4\) eV and \(\tau=0.25\) eV\(^{-1}\), so that \(\tau U=1\). Then

\[
\mu=-\frac{4\ \text{eV}}{1-e^{-1}}=-6.328\ \text{eV}=-0.2325\ \text{hartree},
\]
\[
c_-=\frac{4}{\sqrt{2\pi\times0.25}\,(e-1)}=1.857\ \text{eV}^{3/2}.
\]

The mean lies below \(-4\) eV, the lowest eigenvalue of \(\hat V\). This is allowed because \(\mu\) is a ratio of transition elements, not an expectation value. The choice of states also decides whether the overlap has a zero. Here it has one at \(x=0\). With \(gg\) on both sides the weight would be proportional to \(e^{-x^2/2}\cosh^2\lambda x\), which has no zero, and the estimator \(-\frac U2(1+\tanh^2\lambda x)\) would be bounded.

For quantiles, note that \(\int_0^\infty\sin(kt)\,dk/k=\frac\pi2\mathrm{sgn}(t)\). Averaging this over \(t=Z-z\) gives \(\frac\pi2[1-2F(z)]\), hence

\[
F(z)=\frac12-\frac1\pi\int_0^\infty\mathrm{Im}\left[e^{-ikz}e^{L(k)}\right]\frac{dk}{k} .
\]

Gauss–Legendre quadrature of this integral gives the 16%, 50% and 84% quantiles of \(Z\) as \(-2.655\), \(1.525\) and \(4.282\) eV. The half-width is \((4.282+2.655)/2=3.468\) eV, and the predicted error is \(3.468\,n^{-1/3}\) eV.

The positive median means that a typical run overestimates \(\mu\). The probability of this follows in closed form. For \(k>0\), \(L=-Ak^ae^{i\theta}\) with \(A=\Gamma(-a)c_->0\) and \(\theta=\pi a/2-\pi=-\pi/4\). Let \(G(\theta)=\int_0^\infty\mathrm{Im}\,e^{-Ak^ae^{i\theta}}dk/k\). Then \(G(0)=0\), and the substitution \(t=k^a\) gives

\[
\frac{dG}{d\theta}=\mathrm{Im}\left[-\frac ia\int_0^\infty Ae^{i\theta}e^{-Ae^{i\theta}t}dt\right]=-\frac1a .
\]

So \(F(0)=\frac12+\theta/(\pi a)=\frac12-\frac16=\frac13\). In the limit, two runs in three come out too high, balanced by rarer and larger errors on the low side.

## How fast the limit is reached

At finite \(n\) the distribution can be computed without the limit theorem. The average of \(e^{ikV}\) over the field is integrated numerically along a path that leaves \(x=0\) at 45 degrees in the complex plane, where the rapid oscillation becomes decay. Its \(n\)th power is then inverted as above.

| \(n\) | half-width (eV) | limit formula (eV) |
|---|---|---|
| \(10^2\) | 0.6267 | 0.7472 |
| \(10^4\) | 0.1553 | 0.1610 |
| \(10^6\) | 0.03442 | 0.03468 |
| \(10^8\) | 0.007460 | 0.007472 |

The exponent between successive rows is 0.303, 0.327 and 0.332, approaching \(1/3\). The slow approach comes from the next term in \(\phi\), of order \(k^2\). Such a term can appear even when the tail is an exact power law, because the region of small \(|X|\) contributes at this order. Corrections to the tail do not change the order here. Near the zero of the field, \(w=\kappa x^2[1+O(x^2)]\) and \(V=-(\beta/x^2)[1+O(x^2)]\), and \(x^2\simeq\beta/X\) at \(V=-X\). The tail density of \(V\) therefore differs from its power law by a relative amount of order \(1/X\). The difference contributes at most a constant times \(k^2\int^\infty X^2X^{-2-a}dX\), which converges, so the remainder in \(\phi\) is \(O(k^2)\). In the \(n\)th power it becomes \(n\,k_n^2=k^2n^{1-2/a}=k^2n^{-1/3}\). The gap in the table, relative to the limit formula, falls from 16% to 3.5% to 0.8%, in step with this power.

A tenfold smaller error costs a factor \(10^{a/(a-1)}=1000\) in samples. A half-width of 0.01 eV needs \((3.468/0.01)^3\approx4.2\times10^7\) of them.

## Why the ordinary error bar misleads

The usual bar is \(s/\sqrt n\), with \(s^2\) the sample variance. Let \(Y=(X-\mu)^2\). Changing variables, and adding the two signs of \(X-\mu\), gives the tail density

\[
\rho_Y(y)\simeq\frac{C\,y^{-(1+a)/2}}{2\sqrt y}=\frac C2\,y^{-1-a/2}.
\]

Its index \(b=a/2\) is below one, so \(Y\) has no mean. One integration by parts gives \(\int_0^\infty(1-e^{-qy})y^{-1-b}dy=\Gamma(1-b)q^b/b=-\Gamma(-b)q^b\). The cutoff argument used for \(\phi\) then yields

\[
\langle e^{-qY}\rangle=1+\frac C2\Gamma(-a/2)\,q^{a/2}+o(q^{a/2}).
\]

Replace \(q\) by \(qn^{-2/a}\) and take the \(n\)th power: \(n^{-2/a}\sum_jY_j\) tends to a positive random variable \(W\) with

\[
\langle e^{-qW}\rangle=\exp\left[\frac C2\Gamma(-a/2)\,q^{a/2}\right].
\]

The sum in \(s^2\) is \(\sum_jY_j-n(\bar X-\mu)^2\). The subtracted term is of order \(n^{2/a-1}\), negligible beside \(n^{2/a}\). Thus \(s/\sqrt n\) behaves as \(n^{-(1-1/a)}\sqrt W\). It has the right power of \(n\), but its prefactor stays random however long the run.

In the 2000 sampled runs with \(n=10^4\), the 10%, 50% and 90% points of the bar were 0.075, 0.112 and 0.268 eV. Two bars covered the true mean in 79.2% of the runs, against 95.4% for a Gaussian. With \(n=100\) and 200,000 runs the coverage was 70.4%. At \(n=10^4\) every miss was on the high side; at \(n=100\) the high misses made up 29.6% of the runs and the low misses fewer than 0.01%.

A cutoff estimate shows why. Suppose a run contains no value below \(-X\), with \(X=\ell n^{1/a}\). The missing tail raises its mean by about \(c_-X^{1-a}/(a-1)\), while \(s^2\) is about \(c_-X^{2-a}/(2-a)\). The ratio of shift to bar is

\[
\frac{\sqrt{c_-(2-a)}}{a-1}\,\ell^{-a/2},
\]

independent of \(n\) in the limit of large \(n\), and large when \(\ell\) is small. At finite \(n\) the ratio in this model is larger: for \(\ell=0.5\) the formula gives 3.24, while the truncated distribution gives 9.2 at \(n=10^2\), 3.8 at \(n=10^4\) and 3.26 at \(n=10^8\). Runs that miss the deep values are both too high and too confident. Conversely, a single deep value \(-X\) that dominates a run lowers the mean by about \(X/n\) and makes \(s^2\approx X^2/n\), so the bar is also about \(X/n\). A low miss by two bars therefore cannot come from one deep value alone; other low values must contribute.

## Limits of validity

Independence was used to form the \(n\)th power, so correlated Markov-chain samples need a separate argument. If the estimator is bounded by some \(X_{\max}\), its variance is finite. The \(n^{-1/2}\) law then returns once \(nCX_{\max}^{-a}/a\gg1\), when the run has explored the tail up to its end. When the same number is far below one, a run rarely meets the bound, and the stable law describes the spread of the sample mean, provided \(n\) is also large enough for the expansion in \(k\). The bound can still move the true mean, by an amount of order \(X_{\max}^{1-a}\). Measured against \(n^{-(1-1/a)}\), this shift falls only as the power \(1-1/a\) of that number.
